\section*{Trap density from the subthreshold swing of an organic transistor}

\section*{Question}

An organic field-effect transistor is measured at $T=300$ K. Below threshold its gate voltage must change by $S=0.50$ V to change the drain current by one decade. The gate insulator has capacitance $C=10$ nF/cm$^2$. The drain voltage is held fixed during the gate sweep.

Voltages and charges are taken as magnitudes, so that the same equations serve electron and hole transistors. The algebra is in atomic units, with elementary charge $e=1$; a voltage and the energy it gives to one carrier then have the same symbol. The charge $e$ is restored for numbers. Traps are localized states that hold carriers without letting them contribute to the current. Let $N$ be their number per unit energy and area.

Unless a part says otherwise, assume that:
\begin{itemize}
\item the traps lie at the gate interface, have constant $N$ over the energies swept, and stay in equilibrium with the mobile carriers beside them;
\item the mobile carriers are nondegenerate, have constant mobility $\mu$, and hold too little charge to affect the gate voltage appreciably;
\item the film has no depletion capacitance, and leakage and contact voltage drops are negligible.
\end{itemize}

\section*{(a) Gate voltage and trapped charge}

\textbf{Question.} Let $u$ be the shift of the Fermi level towards the transport level, measured from flat band. Find how far the gate voltage must move to change $u$ by $du$ at the source.

\textbf{Model answer.} The gate voltage beyond its flat-band value $V_{FB}$ is shared between the semiconductor surface and the insulator. If $Q$ is the areal charge added to the semiconductor, the insulator takes $Q/C$, and at the source
\begin{equation}
V_G-V_{FB}=u+\frac{Q}{C}.
\end{equation}
Measure trap energy $E$ from the flat-band Fermi level. Band bending lowers each trap by $u$ relative to the Fermi level, so its occupation changes from $f(E)$ to $f(E-u)$, where $f(x)=1/(e^{x/kT}+1)$. Thus
\begin{equation}
Q=N\int\left[f(E-u)-f(E)\right]dE .
\end{equation}
Differentiation gives
\begin{equation}
\frac{dQ}{du}=N\int\left[-f'(E-u)\right]dE
=N\left[f(-\infty)-f(\infty)\right]=N .
\end{equation}
Since $Q=0$ at $u=0$, $Q=Nu$. Thermal smearing drops out because $N$ is constant; the limits may be taken as infinite if the trap band extends many $kT$ to either side of the Fermi level. Therefore
\begin{equation}
dV_G=m\,du,\qquad m=1+\frac{N}{C}.
\end{equation}
The 1 is the voltage that moves the Fermi level. The term $N/C$ is the voltage spent on charging traps. Traps too slow to follow the sweep have $dQ=0$: they displace the curve but do not enter $m$.

\section*{(b) The swing}

\textbf{Question.} Find the current in a channel of width $W$ and length $L$, and from it $S$. Solve for $N$.

\textbf{Model answer.} Let $V$ be the quasi-Fermi potential along the channel, rising from 0 at the source to $V_D$ at the drain. The surface band bending is now $u+V$, where $u$ is the local Fermi-level shift that fixes the occupations. Hence
\begin{equation}
V_G-V_{FB}=u+V+\frac{Nu}{C},\qquad
u=\frac{V_G-V_{FB}-V}{m}.
\end{equation}
Nondegenerate carriers have areal density $n=n_0e^{u/kT}$, with $n_0$ the flat-band value. If $n_s$ is the density at the source,
\begin{equation}
n(V)=n_s e^{-V/(mkT)},\qquad
n_s=n_0e^{(V_G-V_{FB})/(mkT)} .
\end{equation}
Drift and diffusion together give $I=W\mu n\,dV/dx$. The steady current is the same at every $x$, so integration along the channel gives
\begin{align}
I&=\frac{W}{L}\mu\int_0^{V_D}n(V)\,dV\\
&=\frac{W}{L}\mu n_s\,mkT\left[1-e^{-V_D/(mkT)}\right].
\end{align}
At fixed $V_D$, $n_s$ is the one factor that depends on $V_G$. Therefore $d\ln I/dV_G=1/(mkT)$. Since $\ln I=\ln10\,\log_{10}I$,
\begin{equation}
S=\frac{dV_G}{d\log_{10}I}=mkT\ln10
=kT\ln10\left(1+\frac NC\right).
\end{equation}
Solving for $N$,
\begin{equation}
N=C\left(\frac{S}{kT\ln10}-1\right).
\end{equation}
With $e$ restored, the voltage $S$ becomes the energy $eS$, and $C$ becomes $C/e^2$, a number of states per energy and area:
\begin{equation}
N=\frac{C}{e^2}\left(\frac{eS}{kT\ln10}-1\right).
\label{main}
\end{equation}
For $N=0$ the swing is the thermal limit $S_0=(kT/e)\ln10$. In this model a measured $S<S_0$ would give a negative $N$, a sign that an assumption or the measurement is at fault.

\section*{(c) The number}

\textbf{Question.} Evaluate $N$.

\textbf{Model answer.} At 300 K, $kT=0.02585$ eV, so
\begin{equation}
S_0=0.02585\times2.3026=0.0595\ \text{V/decade}.
\end{equation}
The ratio is $m=S/S_0=8.40$, and the trap term is $m-1=7.40$.

One farad is one coulomb per volt. Dividing the capacitance by the elementary charge in coulombs gives charges per volt and area, which is the same number as states per eV and area:
\begin{equation}
\frac{C}{e^2}\rightarrow
\frac{10\times10^{-9}}{1.602\times10^{-19}}
=6.24\times10^{10}\ \text{eV}^{-1}\text{cm}^{-2}.
\end{equation}
Therefore
\begin{equation}
N=6.24\times10^{10}\times7.40
=4.6\times10^{11}\ \text{eV}^{-1}\text{cm}^{-2}.
\end{equation}
This equals $4.6\times10^{-5}$ eV$^{-1}$\,\AA$^{-2}$, or $3.5\times10^{-4}$ per hartree and square bohr. Of the 0.50 V spent per decade, about 0.06 V moves the Fermi level and 0.44 V appears across the insulator to charge traps.

\section*{(d) Sensitivity}

\textbf{Question.} How does a small relative error in $S$ affect $N$? What follows from omitting the $-1$ in the formula, or from a film temperature of 310 K in place of 300 K?

\textbf{Model answer.} Write $N=C(S-S_0)/S_0$. At fixed $C$ and $T$, $dN=C\,dS/S_0$, and division by $N$ gives
\begin{equation}
\frac{dN}{N}=\frac{S}{S-S_0}\frac{dS}{S}=1.135\,\frac{dS}{S}.
\end{equation}
A 1\% error in $S$ thus produces a 1.1\% error in $N$. The factor tends to 1 for $S\gg S_0$ and diverges as $S\to S_0$, where $N$ is a small difference between nearly equal numbers. By contrast, $N$ is proportional to $C$ at fixed $S$ and $T$, so a relative error in $C$ passes over unchanged.

Omitting the $-1$ replaces $m-1$ by $m$. The result, $5.2\times10^{11}$ eV$^{-1}$cm$^{-2}$, is too large by $1/(m-1)=13.5\%$ of the correct value.

With $S$ and $C$ fixed, $m\propto1/T$. At 310 K it becomes $8.40\times300/310=8.13$, and $N$ changes by $7.13/7.40-1$, or about $-3.7\%$.

\section*{(e) Charge of the mobile carriers}

\textbf{Question.} Include the mobile charge to first order, for $V_D\gg mkT$. Estimate its effect on the swing between 10 and 100 pA if $W/L=10$, $\mu=0.5$ cm$^2$/Vs and $V_D=1.0$ V.

\textbf{Model answer.} Now $Q=Nu+n$, so
\begin{equation}
V_G-V_{FB}-V=mu+\frac nC .
\end{equation}
At fixed $V_G$, $dn/du=n/kT$ gives $dV=-(m+n/CkT)\,du$. Substitute this in the channel integral and use $du=kT\,dn/n$. The minus sign reverses the limits, and with $n_d$ the density at the drain,
\begin{align}
\int_0^{V_D}n\,dV
&=\int_{n_d}^{n_s}\left(mkT+\frac nC\right)dn\\
&=mkT(n_s-n_d)+\frac{n_s^2-n_d^2}{2C}.
\end{align}
For $V_D\gg mkT$, $n_d$ can be dropped:
\begin{equation}
\frac{IL}{W\mu}=mkT\,n_s(1+\delta),\qquad
\delta=\frac{n_s}{2mCkT}.
\end{equation}
To first order $\ln(1+\delta)=\delta$, so
\begin{equation}
u_s=kT\ln\frac{n_s}{n_0}
=kT\ln\frac{IL}{W\mu mkTn_0}-\frac{n_s}{2mC}.
\end{equation}
At the source $V_G-V_{FB}=mu_s+n_s/C$. The two corrections are $-n_s/2C$ and $+n_s/C$, which leave $+n_s/2C$. Between two currents a decade apart the voltage is therefore
\begin{equation}
\Delta V_G=S+\frac{e\,\Delta n_s}{2C},
\end{equation}
with $e$ restored. Half of the direct charging cost is recovered because mobile charge also raises the channel integral.

For the estimate, $mkT=0.217$ eV and the drain factor in part (b) is $1-e^{-1.0/0.217}=0.99$. At 100 pA,
\begin{equation}
n_s\simeq\frac{10^{-10}}{10(0.5)(1.602\times10^{-19})(0.217)(0.99)}
=5.8\times10^{8}\ \text{cm}^{-2}.
\end{equation}
At 10 pA it is a tenth of this, so $\Delta n_s$ is 0.9 of the upper density and $\Delta V_G-S=4.2$ mV. The inferred $N$ is 0.95\% above the true one.

A numerical solution of the transistor tests these results. It uses Fermi occupations, a flat trap band extending 1.4 eV below the transport level, a flat-band Fermi level 0.6 eV below that level, and $4\times10^{14}$ transport states per cm$^2$. It gives the same 4.2 mV shift between 10 and 100 pA. The occupied fraction of transport states at 100 pA is $1.4\times10^{-6}$, which supports the nondegenerate approximation. Between 0.1 and 1 pA, trap densities of $1.0$, $4.6$ and $10\times10^{11}$ eV$^{-1}$cm$^{-2}$, each at drain voltages of 0.1 and 1.0 V, were recovered from the swing to within 0.23\% of the inserted value.

\section*{(f) Where are the traps?}

\textbf{Question.} Suppose the traps fill a film of thickness $d=50$ nm and relative permittivity 3.5, while the current flows at the gate interface. The back face is free, with zero field. What volume density $N_b$ gives the same swing? What would happen if the back face were instead held at a fixed potential and there were no traps?

\textbf{Model answer.} Let $\phi(z)$ be the local Fermi-level shift at distance $z$ from the gate interface, with $\phi(0)=u$. The trapped charge density is $N_b\phi$, and Poisson's equation for these magnitudes is
\begin{equation}
\phi''=\frac{N_b}{\epsilon}\phi=\frac{\phi}{\lambda^2},
\qquad \lambda^2=\frac{\epsilon}{N_b},
\end{equation}
where $\epsilon$ is the film permittivity. The solution with $\phi'(d)=0$ is
\begin{equation}
\phi=u\,\frac{\cosh[(d-z)/\lambda]}{\cosh(d/\lambda)} .
\end{equation}
By Gauss's law the charge per area is $Q=-\epsilon\phi'(0)$, so the trap capacitance is
\begin{equation}
C_t=\frac Qu=\frac{\epsilon}{\lambda}\tanh\frac d\lambda .
\end{equation}
For $d\ll\lambda$, $\tanh(d/\lambda)\simeq d/\lambda$ and $C_t\simeq N_bd$: the film acts as a sheet. For $d\gg\lambda$, $C_t\simeq\sqrt{\epsilon N_b}$, because the deeper traps are screened.

The measured swing requires $C_t=(m-1)C=74$ nF/cm$^2$, while $\epsilon/d=62$ nF/cm$^2$. With $x=d/\lambda$, the condition is
\begin{equation}
x\tanh x=\frac{74}{62}=1.19,\qquad x=1.36,\qquad \lambda=37\ \text{nm}.
\end{equation}
Restoring $e$, $N_b=\epsilon/(e^2\lambda^2)=1.4\times10^{17}$ eV$^{-1}$cm$^{-3}$. Multiplied by the thickness this is $7.2\times10^{11}$ eV$^{-1}$cm$^{-2}$, 55\% above the interface reading. A finite-difference solution of the same Poisson problem returns the swing of 0.50 V/decade. These numbers rely on the current staying at the gate interface. If carriers can move through the whole film, the conducting layer narrows as $u$ grows; this slows the rise of the current and raises the swing, so fewer traps would account for the measured $S$. With uniform mobility through the film, the excess of $N_bd$ over the interface reading falls from 55\% to between 20 and 24\% at $u=0.25$ eV, and to within 5\% of zero for $u$ between 0.05 and 0.10 eV.

If there are no traps and the back potential is fixed, $\phi$ falls linearly from $u$ to zero. Then $Q=(\epsilon/d)u$, and the film adds 62 nF/cm$^2$. Equation~(\ref{main}) would misread this as $3.9\times10^{11}$ traps per eV and cm$^2$, 84\% of the answer in part (c). A single swing cannot distinguish these causes. The value in (c) is an effective interface density, obtained by assigning all the excess swing to interface traps.

\section*{(g) A trap density that varies with energy}

\textbf{Question.} Let the trap density rise towards the transport level as $e^{E/E_0}$, with $E_0=0.10$ eV. Compare the reading with the density at the Fermi level, first for small and then for large $V_D$.

\textbf{Model answer.} Let $g$ be the trap density at the Fermi level and $a=kT/E_0<1$. The rate of filling is $g$ times
\begin{equation}
A=\int_{-\infty}^{\infty}e^{E/E_0}\left[-f'(E)\right]dE .
\end{equation}
Put $t=f(E)$, so that $e^{E/kT}=(1-t)/t$. The integral becomes
\begin{equation}
A=\int_0^1(1-t)^a t^{-a}\,dt=\Gamma(1+a)\Gamma(1-a)
=\frac{\pi a}{\sin\pi a},
\end{equation}
by the beta integral and the reflection formula of the gamma function.

For $V_D\ll mkT$, $I\propto n_s$, and one decade moves the Fermi level by $\Delta=kT\ln10$. Averaging $e^{y/E_0}$ over $-\Delta/2<y<\Delta/2$ gives $\sinh h/h$, with $h=\Delta/2E_0$. Hence
\begin{equation}
\frac{N_{\rm read}}{g_{\rm mid}}
=\frac{\pi a}{\sin\pi a}\,\frac{\sinh h}{h}=1.14,
\end{equation}
where $g_{\rm mid}$ is the density at mid-window. A direct count of the traps filled gives the same value. The density itself rises by a factor 1.81 across the window.

For $V_D\gg mkT$, the whole channel matters. The filling rate at shift $u$ is $N(u)\propto e^{u/E_0}$, and $dV=-(1+N/C)\,du$. Extending the drain limit to $-\infty$,
\begin{equation}
\frac{IL}{W\mu}=\int_{-\infty}^{u_s}n\left(1+\frac NC\right)du
=n_skT\left[1+\frac{N(u_s)}{C(1+a)}\right],
\end{equation}
because $nN\propto e^{u(1/kT+1/E_0)}$. Also, $n$ depends on $V_G-V$ alone, so $dI/dV_G=(W/L)\mu n_s$ when the drain density is negligible. Dividing, $S=\ln10\,I/(dI/dV_G)$ equals $kT\ln10$ times the square bracket. The local reading is therefore $N(u_s)/(1+a)$. Here $N(u_s)=Ag_s$, where $g_s$ is the trap density at the Fermi level at the source. With $a=0.02585/0.10=0.26$ and $A=1.12$, the reading is $1.12/1.26=0.89$ of $g_s$. Unlike the constant-$N$ result, this reading depends on drain voltage.

\section*{(h) Relation to a real device}

\textbf{Question.} Assess the parameters and the neglected effects for a pentacene film on thermally grown silicon dioxide.

\textbf{Model answer.} With relative permittivity 3.9, the given capacitance corresponds to 345 nm of oxide, a realistic thickness for laboratory devices. The mobility and film thickness used above are rough, plausible values. The swing is also plausible, but it varies widely with surface treatment and film growth. Real films need not have uniform traps confined to the interface. For the cases worked here, spreading the traps through the film raises the inferred total by 55\% if the current stays at the gate interface, while an exponential tail with $E_0=0.10$ eV makes the reading differ from the trap density at the Fermi level by a little over ten per cent, upwards at small drain voltage and downwards at large. Both the size and the sign depend on $E_0$, and narrower tails are common in organic films. The large-$V_D$ ratio $A/(1+a)$ exceeds 1 for $E_0$ below about 0.056 eV, and at $E_0=0.05$ eV the formulas of part (g) give about 1.7 at small and 1.07 at large drain voltage. The result is best reported as a few times $10^{11}$ eV$^{-1}$cm$^{-2}$, with the assumed trap location stated.

Leakage can also imitate traps. If a constant current $I_L$ adds to $I$, then $d\ln(I+I_L)=dI/(I+I_L)$, and the apparent local swing is $S(1+I_L/I)$. The chosen decade must lie well above the leakage, yet low enough for the mobile charge of part (e) to be small.

Breakdown is remote over this sweep. Five decades take 2.5 V. For a sweep that starts near flat band, even if all of this fell across the oxide, the field would be 0.072 MV/cm, against a rough breakdown field of 10 MV/cm. With the same 2.5 V across the oxide, a rough barrier of 3 eV and a tunnelling mass of 0.4 electron masses give a semiclassical transmission whose exponent is roughly $-3000$, so direct tunnelling is negligible. This estimate does not cover leakage through oxide defects. Further digits are in the numerical output.

\section*{Computed results}
\begin{verbatim}
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Given swing: 0.50 V/decade
Given capacitance: 10.0 nF/cm2
Thermal-limit swing: 0.05953 V/decade
Swing ratio m: 8.3996
Excess m-1: 7.3996
C/e^2: 6.2415e+10 per eV per cm2
TRAP DENSITY: 4.6185e+11 per eV per cm2
Trap density: 4.6185e-05 per eV per angstrom2
Trap density: 3.5193e-04 per hartree per bohr2
Trap capacitance: 74.00 nF/cm2
Density if the 1 is dropped: 5.243e+11 /eV/cm2
Excess from dropping the 1: 13.5 %
Error amplification S to N: 1.135
Simulated swing, 0.1 to 1 pA: 0.50004 V/decade
Largest recovery error, six cases: 0.222 %
Mobility (rough): 0.5 cm2/Vs
Width/length: 10
Drain voltage: 1.0 V
m kT: 0.2171 eV
Simulated swing, 10 to 100 pA: 0.50418 V/decade
Mobile-charge swing shift, simulated: 4.18 mV
Mobile-charge swing shift, formula: 4.19 mV
Resulting trap-density error: 0.95 %
Source density at 100 pA: 5.69e+08 per cm2
Band density (rough): 4.0e+14 per cm2
Band occupancy at 100 pA: 1.4e-06
Exponential-tail energy (rough): 0.10 eV
Tail reading / mid-window density: 1.136
Tail density change across window: factor 1.81
Film thickness (rough): 50 nm
Film relative permittivity (rough): 3.5
Film capacitance eps/d: 62.0 nF/cm2
False traps from clamped back: 3.87e+11 /eV/cm2
Bulk-trap screening length: 36.7 nm
Bulk trap density: 1.43e+17 per eV per cm3
Bulk traps times thickness: 7.17e+11 /eV/cm2
Swing from finite-difference film: 0.50000 V/decade
Trap-density change if T is 310 K: -3.66 %
Oxide thickness for permittivity 3.9: 345 nm
Gate span for five decades: 2.5 V
Upper oxide field over that span: 0.072 MV/cm
Rough oxide breakdown field: 10 MV/cm
Tunnel barrier (rough): 3.0 eV
Tunnel mass (rough): 0.4 electron masses
Tunnelling exponent: 2890
\end{verbatim}
